A Zero Boys Gradient Does Not Mean Localized Orbitals

**Q:** I ran a Boys localization on the valence orbitals of ethylene, starting from the canonical Hartree-Fock orbitals. The optimizer stopped at once because the gradient was zero to rounding error. I conclude that the canonical orbitals are already localized.

**A:** What does your optimizer maximize, and what would a zero gradient say about it?

**Q:** I have n real, orthonormal, doubly occupied orbitals. With r_ij = <i|r|j>, the diagonal element r_ii is the centroid of orbital i, and I maximize

B = Σ_i |r_ii|².

Only rotations among these orbitals are allowed. They leave the closed-shell determinant and its energy unchanged. A zero gradient says that B cannot be improved.

**A:** It says that B does not change to first order. That holds at a maximum, but also at a minimum and at a saddle point. To see what is at stake, connect B with the size of the orbitals. The spread of orbital i about its centroid is

<i| |r − r_ii|² |i> = <i|r²|i> − 2 r_ii·r_ii + |r_ii|² = <i|r²|i> − |r_ii|².

Summed over the orbitals, this gives

total spread = Σ_i <i|r²|i> − B.

The first sum is the trace of r² over the orbital space, and an orthogonal rotation does not change a trace. A large B therefore means compact orbitals, and a minimum of B means the most spread-out set available.

**Q:** Doesn't B depend on the origin?

**A:** Its value does, but comparisons at one origin do not. Moving the origin by a replaces r_ii by r_ii − a, so B changes by −2a·Σ_i r_ii + n|a|². The sum Σ_i r_ii is also a trace, so this change is the same for every rotated set.

**Q:** Then show me how the gradient can vanish without localization.

**A:** Rotate two orbitals by an angle θ:

i' = cosθ i + sinθ j
j' = −sinθ i + cosθ j.

Define the mean centroid q = (r_ii + r_jj)/2, half the centroid separation d = (r_ii − r_jj)/2, and the transition moment m = r_ij. Then r_ii = q + d and r_jj = q − d. The new centroid of i' is

r_i'i' = cos²θ (q + d) + sin²θ (q − d) + 2 sinθ cosθ m
= q + cos2θ d + sin2θ m.

The same calculation for j' gives q − cos2θ d − sin2θ m. Call the rotating part v = cos2θ d + sin2θ m. The cross terms with q cancel in the sum of squares:

B_pair(θ) = |q + v|² + |q − v|² = 2|q|² + 2|v|².

Expand |v|² and use 2cos²2θ = 1 + cos4θ, 2sin²2θ = 1 − cos4θ and 2 sin2θ cos2θ = sin4θ:

B_pair(θ) = 2|q|² + |d|² + |m|² + (|d|² − |m|²) cos4θ + 2 d·m sin4θ.

The other orbitals are untouched, so this is the whole change in B. At θ = 0,

slope = 8 d·m
curvature = 16(|m|² − |d|²).

**Q:** So the slope vanishes if d and m are perpendicular, or if either is zero.

**A:** Yes, and d = 0 means that the two centroids coincide. If m is not zero, the curvature is then 16|m|² > 0, and the pair sits at a minimum of B along this rotation.

Take two orthonormal orbitals a and b with centroids +L and −L, and form g = (a + b)/√2 and u = (a − b)/√2. Both combinations must have centroid zero for this model, so suppose r_ab = 0 as well. Then

r_gg = r_uu = (L − L)/2 = 0
r_gu = (r_aa − r_bb)/2 = L.

The slope is zero for every L, while the curvature is 16|L|². Moving the two sites apart makes g and u ever more delocalized and never produces a slope. A rotation by 45° gives i' = a and j' = −b, and B rises from 0 to 2|L|².

**Q:** That is a model with two sites. Why should canonical orbitals of a real molecule do the same?

**A:** Because of symmetry. Assume the closed-shell density has the symmetry of the molecule, so the Fock operator has it too. A nondegenerate canonical orbital must then go into plus or minus itself under each symmetry operation g. Its square is unchanged. Put the origin at a point fixed by the operations and substitute r = g s in the centroid integral:

r_ii = ∫ φ_i(r)² r d³r = ∫ φ_i(g s)² (g s) d³s = g r_ii.

The centroid must be a vector that every operation leaves in place. Inversion alone requires r_ii = −r_ii, hence r_ii = 0. Ethylene has an inversion centre. All its canonical centroids lie there, every d is zero, and the whole gradient vanishes.

With this origin B = 0, and a sum of squares cannot be lower. Your starting orbitals are at the absolute minimum of B, so no rotation of them has a larger total spread.

**Q:** Could the coupling between many pairs still spoil the argument from one pair's curvature?

**A:** Not the verdict that this is no maximum: one direction with positive curvature is enough. But a complete test does need all pairs together. Write the rotation as U = exp(tX), with X antisymmetric, so that φ'_i = Σ_p φ_p U_pi. Let R be the matrix of the r_ij, a vector in each entry. Since the transpose of U is exp(−tX), expansion to second order gives

R' = exp(−tX) R exp(tX)
= R + t(RX − XR) + (t²/2)(RX² − 2XRX + X²R)
= R + t[R,X] + (t²/2)[[R,X],X].

Let a_i and b_i be the diagonal elements of [R,X] and [[R,X],X]. Each centroid becomes r_ii + t a_i + (t²/2) b_i, and its square is

|r_ii|² + 2t r_ii·a_i + t²(|a_i|² + r_ii·b_i)

up to second order. Differentiating twice and summing,

d²B/dt² = 2 Σ_i (|a_i|² + r_ii·b_i).

This quadratic form in X is the Hessian. If all r_ii = 0, only the sum of squares survives, so no direction has negative curvature. For a single pair with X_ji = 1 and X_ij = −1, symmetry of R gives a_i = 2m and a_j = −2m, and the form becomes 2(4|m|² + 4|m|²) = 16|m|², as before.

**Q:** What are the numbers for ethylene?

**A:** I used RHF/cc-pVDZ at a rounded geometry: CC 1.34 Å, CH 1.09 Å and HCC angle 121°. The CC axis is x, the molecule lies in the xy plane, and the origin is the midpoint. The two core orbitals are held fixed, which leaves six valence orbitals and 15 pairs.

The canonical set has B = 0 and a total spread of 38.20 bohr². Its largest gradient element is about 10⁻¹² bohr², so a gradient-only climb takes no step. Its Hessian has eight positive eigenvalues, seven zero ones and no negative one. The largest is 59.1 bohr².

For the two lowest valence orbitals, |m| = 1.354 bohr. The curvature is 16 × 1.354² = 29.3 bohr², and a 45° rotation raises B by 2 × 1.354² = 3.67 bohr². Direct rotation of the orbitals gives the same gain.

**Q:** Why are seven eigenvalues zero?

**A:** Parity accounts for six. Three of the orbitals are even under inversion and three are odd, which makes 3 + 3 = 6 pairs of equal parity. Rotations within the even set or within the odd set preserve parity, so all centroids stay at zero and B stays flat. The seventh comes from the reflections. Label each orbital by its signs under x → −x, y → −y and z → −z. The σ space is spanned by four CH bond orbitals, which the first two reflections permute, and one CC bond orbital. The four CH orbitals give one combination each of (+,+,+), (−,+,+), (+,−,+) and (−,−,+), and the CC orbital gives another (+,+,+). That makes three even and two odd σ orbitals, as the printed parities show. The bonding π orbital is (+,+,−). Its product with the even orbital (−,−,+) is (−,−,−), whereas a nonzero x, y or z component of m needs a product of type (−,+,+), (+,−,+) or (+,+,−). So m = 0 for this pair of opposite parity. Its rotation contributes nothing to any a_i, and it is a null direction of the Hessian.

**Q:** Then the cure is simple. I nudge the orbitals, let the gradient work, and accept the next point where it vanishes.

**A:** That next point can deceive you as well. Suppose you localize the five σ orbitals among themselves and leave π alone. What are the gradient elements between σ and π?

**Q:** The σ orbitals now have different centroids, so d is not zero in general.

**A:** True, but reflection in the molecular plane still acts. Call it g. Every σ orbital is even under it and π is odd. Centroids are unchanged by g, so g d = d. The product of a σ orbital and π changes sign, so g m = −m. A reflection preserves scalar products, and therefore

d·m = (g d)·(g m) = −d·m = 0.

All σ–π slopes vanish, and localization within σ has removed the others. The gradient is again zero. Now there are compact CH orbitals, and the picture looks finished.

**Q:** Is it a maximum?

**A:** Look at the CC σ orbital and π. Both centroids are at the midpoint, so d = 0, while |m| = 0.5735 bohr. The curvature is

16 × 0.5735² = 5.26 bohr².

With d = 0, the pair formula gives a rise of |m|²(1 − cos4θ). Since |m|² = 0.3289 bohr², that is 0.164 bohr² at 15°, 0.493 bohr² at 30° and 0.658 bohr² at 45°. Rotating the actual orbitals reproduces these values.

The full Hessian has 14 negative eigenvalues and one positive eigenvalue of 5.59 bohr². This is a saddle point. The positive eigenvalue is slightly above 5.26 because the best uphill direction may combine several pair rotations. The largest eigenvalue of a symmetric matrix cannot be smaller than any of its diagonal elements.

**Q:** Where does the uphill path lead?

**A:** I began with the canonical set and tested the Hessian at every stop. If its top eigenvalue was not negative, I displaced the orbitals slightly along that eigenvector and climbed again:

- Start: B = 0, top eigenvalue 59.1 bohr².
- Next stop: B = 21.684 bohr², top eigenvalue 5.59 bohr².
- Last stop: B = 22.387 bohr², top eigenvalue −5.50 bohr².

The middle stop has the B and the top eigenvalue of the σ/π-separated set, but the climb needed rounding errors to get that far. The first displacement mixes only orbitals that are even under both y → −y and z → −z. Both reflections are then kept, so in exact arithmetic every centroid would stay on the x axis and the climb would end at a lower saddle point. In practice, rounding errors break the remaining symmetry and grow along the uphill directions until the orbitals move on. The σ–π slopes are also zero only up to rounding, but here the climb met its stopping threshold before that error had grown enough to matter. With another threshold or another machine, the intermediate stops may differ.

At the last stop all 15 eigenvalues are negative and the remaining gradient is below the chosen threshold of 10⁻⁶ bohr². To that accuracy it is a strict local maximum.

**Q:** What do the final orbitals look like?

**A:** Four centroids lie in the molecular plane at x = ±2.00 and y = ±1.19 bohr, one in the direction of each CH bond. The other two lie above and below the CC midpoint, at z = ±0.611 bohr, or ±0.323 Å. They are the two bent CC bonds, often called banana bonds, and they replace the σ and π pair.

The centroids account for B:

2 × 0.611² + 4 × (1.999² + 1.189²) ≈ 0.75 + 21.64 = 22.39 bohr².

A 45° rotation of CC σ and π alone would put the two centroids at ±m, or ±0.574 bohr, and would gain 0.658 bohr². The full gain from the saddle is 22.3867 − 21.6844 ≈ 0.702 bohr², so about 0.04 bohr² comes from readjusting the whole set.

The total spread falls from 38.20 bohr² to 16.51 bohr² at the saddle and 15.81 bohr² at the maximum. Most of the reduction has happened before the saddle, which is why that set can pass for a finished result. These digits belong to cc-pVDZ. With cc-pVTZ or aug-cc-pVDZ the spreads rise by 0.1 to 0.4 bohr², B falls by less than 0.1 bohr², the positive eigenvalue at the saddle is about 5.5 bohr² and the bent-bond centroids lie about 0.609 bohr from the plane. The minimum, the saddle and the maximum keep their character.

**Q:** Does this prove that ethylene really has bent bonds rather than a σ and a π bond?

**A:** No. Both sets describe the same determinant, with the same density and energy. The Boys criterion prefers the bent pair because its total spread is smaller. Another criterion may choose differently. The σ/π set remains a legitimate description, but it is not a maximum of B.

**Q:** Can I now say that canonical orbitals are always stationary points of B?

**A:** That would go too far. The proof that all centroids vanish used two conditions: the orbitals are nondegenerate, and no vector is left fixed by all the operations. Methane fails the first. Three of its valence orbitals are degenerate, so an operation can mix them instead of only changing their signs, and its canonical set need not be stationary. Water fails the second, since a vector along its twofold axis survives every operation.

What remains is the argument used for σ and π. If two orbitals belong to different one-dimensional irreps, some operation gives them opposite signs, and their gradient element is zero. Two orbitals of the same irrep have no such protection: d and m can both point along the axis.

For water at RHF/cc-pVDZ, with OH 0.96 Å and angle 104.5°, the gradient element between the two a1 valence orbitals has magnitude 1.14 bohr². Elements between different irreps vanish to rounding error. The canonical set is not stationary.

**Q:** So in water the gradient would warn me.

**A:** At the canonical orbitals, yes. But optimize the a1 pair alone, and you reach a symmetry-adapted set with zero gradient. There B = 1.275 bohr² with the origin at oxygen, and the top Hessian eigenvalue is +9.11 bohr². Unrestricted pair rotations reach B = 2.662 bohr². In cc-pVTZ or aug-cc-pVDZ these water values are lower by up to 7 %, with a top eigenvalue of about 8.5 bohr² and a final B of about 2.56 bohr², but the signs are unchanged. The trap is still present in a polar molecule, one step away from the canonical orbitals.

**Q:** Is the Hessian the only thing that can reveal it?

**A:** No. Coincident centroids in ethylene are a plain warning. A finite rotation that raises B settles the matter without any second derivative. Random starting rotations also help, because they break the symmetry that holds the gradient at zero.

The choice of algorithm matters too. A method that rotates one pair at a time can pick the angle that maximizes B_pair. When d·m = 0 and |m| > |d|, the term (|d|² − |m|²)cos4θ is largest at cos4θ = −1, so the method chooses θ = 45° and leaves. A method that looks only at the slope stays. Even the better method tests pairs separately, however, and negative curvature for every pair does not exclude a positive eigenvalue of the full Hessian.

**Q:** And if all Hessian eigenvalues are negative, am I finished?

**A:** You have a local maximum, and a higher one may exist elsewhere. For ethylene, 20 random starts all reached B = 22.387 bohr². That supports this maximum being the highest, but it is not a proof.

A zero eigenvalue leaves the question open at second order. It can also be harmless. In a linear molecule, turning a localized set about the axis gives another set in the same occupied space with the same B. If the turn changes the orbitals, it is a flat direction, and the Hessian has a zero eigenvalue even at a maximum.

**Q:** How far can I trust the derivatives behind these verdicts?

**A:** They were tested at a randomly rotated, nonstationary set, where no symmetry could hide an error. Finite differences of B agreed with the gradient formula to about 10⁻⁶ bohr² and with the Hessian formula to about 10⁻⁵ bohr². The final spread was also integrated directly in space and agreed to about 10⁻⁴ bohr². The numerical output lists the values.

**Q:** Then my optimizer's report was correct, and my reading of it was wrong. It had found a stationary point, which happened to lie at the minimum of B, where no set is less localized.

**A:** Yes. Before calling a set localized, check that the Hessian has no positive eigenvalue, and look at the centroids. If the set has kept a symmetry that forces gradient elements to vanish, break that symmetry and climb again.

Calculated quantities

```
Ethylene: CC 1.34 angstrom, CH 1.09 angstrom, HCC 121.0 degrees
Axes: CC along x, molecular plane xy, origin at the midpoint
RHF/cc-pVDZ energy = -78.039533 hartree; valence orbitals: 6
Inversion parities of canonical orbitals: [1, -1, -1, 1, 1, -1]
Signs under z -> -z: [1, 1, 1, 1, 1, -1]
Canonical: B = 0.0000 bohr^2, total spread = 38.1976 bohr^2
  max |gradient| = 1.8e-12 bohr^2; Hessian min, max = -0.000, 59.090 bohr^2
  Hessian eigenvalues: 8 positive, 7 zero, 0 negative
  gradient-only climb from here takes 0 steps
  lowest two valence orbitals: |r_ij| = 1.3542 bohr, curvature = 29.343 bohr^2
  gain in B on rotating them by 45 degrees = 3.6679 bohr^2
Finite-difference check: gradient error 1.4e-06, Hessian error 1.5e-05 bohr^2
Sigma/pi separated: B = 21.6844 bohr^2, total spread = 16.5132 bohr^2
  max |gradient| = 1.8e-11 bohr^2; Hessian min, max = -88.198, 5.588 bohr^2
  Hessian eigenvalues: 1 positive, 0 zero, 14 negative
  gradient-only climb from here takes 0 steps
  CC sigma and pi: |d| = 1.1e-13 bohr, |m| = 0.5735 bohr
  their pair curvature = 5.262 bohr^2
  rotation by 15 degrees raises B by 0.1644 bohr^2
  rotation by 30 degrees raises B by 0.4933 bohr^2
  rotation by 45 degrees raises B by 0.6578 bohr^2
Climb from canonical orbitals with Hessian test at each stop:
  stop 0: 0 steps, B = 0.0000 bohr^2, top eigenvalue = 59.090 bohr^2
  stop 1: 388 steps, B = 21.6844 bohr^2, top eigenvalue = 5.588 bohr^2
  stop 2: 512 steps, B = 22.3867 bohr^2, top eigenvalue = -5.496 bohr^2
Final: B = 22.3867 bohr^2, total spread = 15.8109 bohr^2
  max |gradient| = 9.9e-07 bohr^2; Hessian min, max = -88.150, -5.496 bohr^2
  Hessian eigenvalues: 0 positive, 0 zero, 15 negative
Final centroids x, y, z in bohr:
    0.0000    0.0000   -0.6111
   -1.9990    1.1891   -0.0000
    1.9990   -1.1891   -0.0000
    1.9990    1.1891   -0.0000
   -1.9990   -1.1891   -0.0000
    0.0000    0.0000    0.6111
Largest centroid height above the plane = 0.6111 bohr = 0.3234 angstrom
Random restarts: 20 of 20 reach the final B; range 22.3867 to 22.3867 bohr^2
Final total spread by real-space quadrature = 15.8108 bohr^2
Water: OH 0.96 angstrom, HOH 104.5 degrees, RHF/cc-pVDZ, 4 valence
  canonical |gradient|: a1-a1 1.1421, between irreps at most 7.1e-15 bohr^2
  after a1-only optimization: max |gradient| = 8.3e-15 bohr^2
  B = 1.2751 bohr^2 (origin at O), top Hessian eigenvalue = 9.112 bohr^2
  B after unrestricted pair rotations = 2.6622 bohr^2
```
